\section*{Bandwidth of a Defect Level in a Periodic Array of Delta Wells}

\section{Definitions and conventions}

A carrier of mass $m$ moves on a line in the potential of identical attractive defects at spacing $L$,
\begin{equation}
V(x)=-g\sum_{n=-\infty}^{\infty}\delta(x-nL),\qquad g>0 .
\end{equation}
The carriers do not interact. The derivations use $\hbar=m=1$; the example restores nm and eV. Energies are measured from the band edge of the defect-free host, so a bound state has $E<0$.

Integrating the Schr\"odinger equation $-\tfrac12\psi''+V\psi=E\psi$ across the defect at $x=0$ gives
\begin{equation}
\psi'(0^+)-\psi'(0^-)=-2g\,\psi(0),
\label{jump}
\end{equation}
because the integral of the finite term $E\psi$ over a vanishing interval is zero. For one isolated defect, the solution that decays on both sides is $e^{-\kappa|x|}$. Its slope jumps by $-2\kappa$, so $\kappa=g$. Since $\int e^{-2\kappa|x|}dx=1/\kappa$, the normalized state and its binding energy are
\begin{equation}
\phi(x)=\sqrt{\kappa}\,e^{-\kappa|x|},\qquad E_b=\frac{\kappa^2}{2}.
\end{equation}
In ordinary units $\kappa=mg/\hbar^2$ and $E_b=\hbar^2\kappa^2/2m$.

In the array the level becomes a band $E(k)$, with $\psi(x+L)=e^{ikL}\psi(x)$. Its full width $W$ is the highest minus the lowest energy of the band. With $y=\kappa L$, the result to be derived is
\begin{equation}
\lim_{y\to\infty}\frac{W}{8E_b\,e^{-y}}=1 .
\label{claim}
\end{equation}
The statement concerns a ratio: $W$ and $8E_be^{-y}$ both tend to zero, so their difference alone would say little.

\section{First derivation: matching at the defects}

\subsection{The band condition}

Put $E=-q^2/2$ with $q>0$. Between two defects $\psi''=q^2\psi$, and the solution with given end values is
\begin{equation}
\psi(x)=\frac{\psi(L)\sinh qx+\psi(0)\sinh q(L-x)}{\sinh qL},\quad 0\le x\le L .
\end{equation}
If $\psi(0)$ vanished, so would $\psi(L)$ and the whole function; hence $\psi(0)\neq0$. Using $\psi(L)=e^{ikL}\psi(0)$,
\begin{align}
\psi'(0^+)&=\frac{q\,(e^{ikL}-\cosh qL)}{\sinh qL}\,\psi(0),\\
\psi'(0^-)&=e^{-ikL}\psi'(L^-)=\frac{q\,(\cosh qL-e^{-ikL})}{\sinh qL}\,\psi(0).
\end{align}
Their difference must equal $-2\kappa\psi(0)$ by \eqref{jump}. Therefore $2q(\cos kL-\cosh qL)=-2\kappa\sinh qL$, or
\begin{equation}
\cos kL=F(q),\qquad F(q)=\cosh qL-\frac{\kappa}{q}\sinh qL .
\label{band}
\end{equation}

\subsection{The two edges}

Negative energies are allowed where $|F|\le1$. For $F=1$, the identities $\cosh qL-1=2\sinh^2(qL/2)$ and $\sinh qL=2\sinh(qL/2)\cosh(qL/2)$ give the first equation below. For $F=-1$, $\cosh qL+1=2\cosh^2(qL/2)$ gives the second:
\begin{equation}
q_+\tanh\frac{q_+L}{2}=\kappa,\qquad q_-\coth\frac{q_-L}{2}=\kappa .
\label{edges}
\end{equation}
The left side of the first equation rises from zero without bound, so $q_+$ exists and is unique. For the second, the derivative of $x\coth x$ is $(\sinh x\cosh x-x)/\sinh^2x$, which is positive because $\sinh2x>2x$. Thus $q\coth(qL/2)$ rises from its limit $2/L$ at $q=0$, and $q_-$ exists, uniquely, when $\kappa>2/L$, that is, when $y>2$.

For $y>2$, $F$ tends to $1-y<-1$ as $q\to0$ and to $+\infty$ as $q\to\infty$. It is continuous and takes the values $\pm1$ once each, so the allowed negative energies fill the interval $q_-\le q\le q_+$. They form a single band. If two levels at the same $k$ were negative, some combination of their states would vanish at the defects. Its mean energy would be purely kinetic, hence not negative, whereas every combination of two negative-energy eigenstates has a negative mean energy. The bottom therefore lies at $k=0$ with $q_+$, the top at $kL=\pi$ with $q_-$, and
\begin{equation}
W=\frac{q_+^2-q_-^2}{2}=E_b\,\frac{(q_+-q_-)(q_++q_-)}{\kappa^2}.
\label{width}
\end{equation}

At $y=2$ the top of the band reaches zero energy. A finite-difference diagonalization of one cell puts it at $-0.25E_b$ for $y=2.2$ and at $+0.36E_b$ for $y=1.8$. Below $y=2$ the band is no longer made of bound energies alone, and equation \eqref{width} does not apply.

\subsection{The limit}

Writing the hyperbolic functions as exponentials turns \eqref{edges} into
\begin{equation}
\frac{q_+}{\kappa}-1=\frac{2}{e^{q_+L}-1},\qquad
1-\frac{q_-}{\kappa}=\frac{2}{e^{q_-L}+1}.
\label{dev}
\end{equation}
Replacing $q_\pm$ by $\kappa$ in the exponents is legitimate if $(q_\pm-\kappa)L\to0$; it is not enough that $q_\pm\to\kappa$, because $L$ grows.

For the bottom, $q_+>\kappa$, so \eqref{dev} gives $0<(q_+-\kappa)L<2y/(e^y-1)$, which tends to zero. For the top, a lower bound on $q_-$ is needed first. At $q=\kappa/2$ the function $q\coth(qL/2)$ equals $(\kappa/2)\coth(y/4)$. This is below $\kappa$ when $\tanh(y/4)>1/2$, or $y>2\ln3\approx2.2$, and since the function increases, $q_->\kappa/2$. Then $0<(\kappa-q_-)L<2y\,e^{-y/2}$, which also tends to zero.

Multiplying both equations \eqref{dev} by $e^y$ now gives 2 on each right side in the limit. Hence $(q_+-q_-)e^y/\kappa\to4$, while $(q_++q_-)/\kappa\to2$, and \eqref{width} gives $We^y/E_b\to4\times2=8$. This proves \eqref{claim}.

\subsection{How fast the limit is reached}

Let $u=q/\kappa$ and $z=+e^{-y}$ at the bottom, $z=-e^{-y}$ at the top. Both edge equations then read
\begin{equation}
u=\frac{1+w}{1-w}=1+2w+2w^2+2w^3+\cdots,\quad w=z\,e^{-(u-1)y}.
\end{equation}
Set $u-1=2z+a_2z^2+a_3z^3+\cdots$. Expanding the exponential,
\begin{equation}
w=z-2yz^2+(2y^2-a_2y)z^3+\cdots,
\end{equation}
so $w^2=z^2-4yz^3+\cdots$ and $w^3=z^3+\cdots$. Comparing powers,
\begin{align}
a_2&=2-4y,\\
a_3&=2(2y^2-a_2y)-8y+2=12y^2-12y+2 .
\end{align}
The energy is $-E_bu^2$, and $u^2=1+2(u-1)+(u-1)^2$ has the coefficients $2a_2+4$ and $2a_3+4a_2$ at second and third order:
\begin{equation}
u^2=1+4z+(8-8y)z^2+(24y^2-40y+12)z^3+\cdots .
\label{usq}
\end{equation}
Even powers move both edges together and cancel in the width. The odd powers leave
\begin{equation}
W=8E_be^{-y}\left[1+(6y^2-10y+3)e^{-2y}+\cdots\right].
\label{corr}
\end{equation}
The edge equations give a ratio $W/(8E_be^{-y})$ of 1.084 at $y=3$, 1.0047 at $y=5$ and 1.000035 at $y=8$. At $y=6$ the finite-difference diagonalization, which does not use the edge equations, gives 1.00103 on 600 points and 1.00099 on 1200, so its excess is grid error; the edge equations and the bracket in \eqref{corr} both give 1.00098.

\section{Second derivation: overlapping bound states}

\subsection{The Bloch sum and its energy}

The second route starts from the isolated states $\phi_j(x)=\phi(x-jL)$ and assumes that one such state per defect describes the band:
\begin{equation}
\chi_k(x)=\sum_j e^{ikjL}\phi_j(x).
\end{equation}
Let $V_n$ be the potential of defect $n$. Since $\phi_j$ solves the problem with defect $j$ alone,
\begin{equation}
H\phi_j=-E_b\phi_j+\sum_{n\ne j}V_n\phi_j .
\end{equation}
With $s_j=\langle\phi_0|\phi_j\rangle$ and $v_j=\sum_{n\neq j}\langle\phi_0|V_n|\phi_j\rangle$, the mean energy of $\chi_k$, taken per cell, is
\begin{equation}
\bar E(k)=-E_b+\frac{\sum_j v_je^{ikjL}}{\sum_j s_je^{ikjL}} .
\label{rayleigh}
\end{equation}
The binding energy multiplies the same overlaps in numerator and denominator, which is why it separates without any assumption of orthogonality.

\subsection{The integrals}

For neighbours, the product $\phi_0\phi_1$ is constant between the defects, where it equals $\kappa e^{-y}$, and contributes $\kappa Le^{-y}=ye^{-y}$. Each outer region contributes $\kappa\int_L^\infty e^{-\kappa(2x-L)}dx=\tfrac12e^{-y}$. Thus $s_1=(1+y)e^{-y}$, and replacing $L$ by $|j|L$ gives $s_j=(1+|j|y)e^{-|j|y}$.

The delta function picks out values at the defects:
\begin{equation}
v_j=-g\kappa\sum_{n\ne j}e^{-(|n|+|n-j|)y}.
\end{equation}
Here $g\kappa=\kappa^2=2E_b$. The defects from 0 to $j$, with $j$ itself left out, number $|j|$ and contribute $e^{-|j|y}$ each. Those outside contribute $e^{-|j|y}$ times $2(e^{-2y}+e^{-4y}+\cdots)$. Therefore
\begin{equation}
v_j=-2E_be^{-|j|y}\left[|j|+\frac{2}{e^{2y}-1}\right].
\label{vj}
\end{equation}
To leading order the terms $j=\pm1$ dominate and the denominator of \eqref{rayleigh} is 1:
\begin{equation}
\bar E(k)\simeq-E_b+2t\cos kL,\qquad t=-2E_be^{-y}.
\label{tb}
\end{equation}
The cosine runs from $-1$ to $1$, so $W\simeq4|t|=8E_be^{-y}$.

The eight thus has a traceable origin. A factor 2 comes from $g\kappa=2E_b$, the strength of one defect times the peak density of its bound state. Another 2 comes from the two neighbours, and a third from the cosine's range. The sign of $t$ is negative because the attractive potential acts where both states are positive, so the in-phase state at $k=0$ is lowest.

At $y=5$, numerical integration of $\phi_0\phi_1$ gives an overlap of 0.04043. The numerical kinetic integral plus the delta terms of the two defects gives, after removal of $-E_bs_1$, a hopping of $-0.01348E_b$. These equal $6e^{-5}$ and $-2e^{-5}E_b$ to the digits shown.

\section{What each derivation assumes}

The first derivation assumes the delta shape and perfect periodicity, but no form for the wave function. It bounds the error of each replacement and so proves the limit. The second adds the assumption of one frozen state per defect. Because $\chi_k$ is a trial function with the right Bloch phase, $\bar E(k)$ is an upper bound to the lowest level at that $k$. An upper bound at both edges does not by itself fix their difference; the second route is a leading-order estimate until something else controls the error.

The two can be compared one order further. At an edge $\cos2kL=1$, and \eqref{vj} gives for the numerator of \eqref{rayleigh} $-2E_b(2z+6z^2)$: of the six, two come from $j=0$ and four from $j=\pm2$. The denominator is $1+2(1+y)z$. Expanding the quotient,
\begin{equation}
\bar E=-E_b\left[1+4z+(4-8y)z^2+\cdots\right].
\end{equation}
Equation \eqref{usq} has $8-8y$ in place of $4-8y$. The frozen states therefore put each edge too high by $4E_be^{-2y}$, as an upper bound must allow. The excess is the same at both edges and cancels in $W$ at this order.

The first derivation also yields the cosine. For $q=\kappa(1+\delta)$ inside the band, \eqref{band} becomes $\cos kL\simeq\tfrac12\delta e^{y}$ at leading order, so $\delta=2e^{-y}\cos kL$ and $E\simeq-E_b(1+2\delta)$, in agreement with \eqref{tb}. At $kL=\pi/2$ the first-order shift vanishes. There \eqref{band} gives $q=\kappa\tanh qL\simeq\kappa(1-2e^{-2y})$, and
\begin{equation}
E(\pi/2L)\simeq-E_b+4E_be^{-2y}.
\label{quarter}
\end{equation}

The second route carries over more readily to other defects, since it shows that the width follows the tail of the bound state. For a square well of half-width $b$ the matching can still be done. Inside, $\psi=\cos px$, and the band edges obey $p\tan pb=q\tanh[q(L/2-b)]$ at $k=0$ and the same with $\coth$ at $kL=\pi$. The isolated state obeys $p\tan pb=\kappa$. With the well depth fixed, $dp/dq=-q/p$, and the derivative of $p\tan pb-q$ at $q=\kappa$ is $-(1+\kappa b)(1+\kappa^2/p^2)$. The edge equations set this function equal to $\mp2\kappa e^{-y+2\kappa b}$ at leading order, so
\begin{equation}
W\simeq8E_be^{-y}C,\qquad C=\frac{e^{2\kappa b}}{(1+\kappa b)(1+\kappa^2/p^2)} .
\label{well}
\end{equation}
The exponential survives; the eight is specific to zero range, where $b\to0$ and $p\to\infty$ give $C=1$.

\section{Example: a defect level in an oxide supercell}

A calculation that repeats a defect periodically turns its level into a band, though a single defect has none. Take a conduction band like that of amorphous In-Ga-Zn oxide, with a rough effective mass of $0.34\,m_e$, and choose a level $E_b=0.30$ eV below it. Then $\hbar^2/2m=0.1121$ eV\,nm$^2$ and
\begin{equation}
\kappa=\sqrt{\frac{0.30}{0.1121}}\ \mathrm{nm}^{-1}=1.636\ \mathrm{nm}^{-1},\qquad \frac1\kappa=0.611\ \mathrm{nm}.
\end{equation}
For $L=3$ nm, $y=4.909$ and
\begin{equation}
8E_be^{-y}=2400\ \mathrm{meV}\times e^{-4.909}=17.7\ \mathrm{meV},
\end{equation}
against 17.8 meV from the edge equations. At $L=2$ nm the formula gives 91.0 meV and the edge equations 96.3 meV, so the formula is 5.5\% low relative to the latter. At 4 nm both give 3.45 meV. A width of 1 meV requires
\begin{equation}
L=\frac{\ln(2400)}{1.636\ \mathrm{nm}^{-1}}=4.76\ \mathrm{nm}.
\end{equation}

At $L=3$ nm the level is 8.4 meV too low at $k=0$ and 9.4 meV too high at $kL=\pi$. The imbalance comes from the second-order term in \eqref{usq}, which raises both edges by $8(y-1)E_be^{-2y}\approx0.5$ meV. At $kL=\pi/2$ the error is 0.07 meV, as \eqref{quarter} predicts. In this one-dimensional model, then, a single well-chosen $k$ removes most of the dispersion error at fixed cell size.

\section{The model beside a real oxide}

The following estimates keep $L=3$ nm and $E_b=0.30$ eV fixed and change one feature at a time.

Giving each defect a width of 0.4 nm requires a well 1.125 eV deep. With $\kappa b=0.327$ and $1+\kappa^2/p^2=1.125/0.825$, \eqref{well} gives $C=1.06$; the square-well edge equations give 18.9 meV, also 1.06 times the delta result.

For a defect of zero range, three dimensions matter more. For zero-range defects on a simple cubic lattice, sum the waves $e^{-q|\mathbf r-\mathbf R|}/|\mathbf r-\mathbf R|$ with Bloch phases. Near the defect at the origin the sum behaves as $1/r-q+\sum_{\mathbf R\neq0}\cos(\mathbf k\cdot\mathbf R)\,e^{-qR}/R$. An isolated defect imposes $1/r-\kappa$, hence
\begin{equation}
q=\kappa+\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\frac{e^{-qR}}{R}.
\end{equation}
The six nearest neighbours shift $q$ by $+6e^{-y}/L$ at the zone centre and by $-6e^{-y}/L$ at the zone corner. The width is $\kappa$ times the difference, $12\kappa e^{-y}/L=24E_be^{-y}/y$. This is $3/y$ times the one-dimensional value, or 10.8 meV. The full lattice sum gives 10.9 meV, as does a separate calculation on a three-dimensional grid. The exponential is the same, but the eight is a one-dimensional number. The small effect of the defect width is one-dimensional as well. For a spherical well of radius $b$ the factor $C$ keeps the form \eqref{well}, with $p$ now fixed by $-p\cot pb=\kappa$, and it departs from 1 at first order in $\kappa b$. A well 0.4 nm across with the same $E_b$ is 8.9 eV deep and has $C=1.40$; matching the $s$ wave at its edge gives a width of 15.2 meV, 0.86 times the one-dimensional value.

The parabolic band is also an approximation, and a rough one here, because the decay length of 0.61 nm spans only a few interatomic distances. In a two-band host with gap $E_g$ the energy obeys $E(1+E/E_g)=\hbar^2k^2/2m$. Setting $E=-E_b$ and $k=i\kappa'$ gives $\kappa'=\kappa\sqrt{1-E_b/E_g}$. For a rough gap of 3.1 eV this is 1.555 nm$^{-1}$, which multiplies the exponential by 1.28; the prefactor changes too and depends on how the defect couples to the two bands. The total factor on the width is 1.15 if the defect acts on the conduction component alone and 1.43 if the relative jump of slope is kept equal to $2\kappa'$. The correction grows with depth, so the model is least suited to levels deep in the gap.

A real amorphous film has no periodic defects. Shortening one spacing by 0.1 nm multiplies its hopping by $e^{0.1636}=1.18$, and differences in local bonding spread the level energies as well. If that spread exceeds the width, a Bloch band is a poor description. The width at 3 nm is also below the thermal energy at 300 K, 25.9 meV. For charged defects, with a rough static relative permittivity of 10, two neighbours 3 nm apart interact with 48 meV. This is not itself the error of a level, but it falls only as $1/L$, so enlarging the cell removes the dispersion much sooner than the electrostatics.

The 17.8 meV thus gives only an order of magnitude for a shallow, neutral, short-range defect in a 3 nm cell, not a prediction for an oxygen vacancy, whose level, relaxation and charge states need an electronic-structure calculation. The passage to three dimensions changes the width by a factor of 0.61 at zero range but only 0.86 for a defect 0.4 nm across, so these corrections do not act independently. The rough inputs matter as much or more: a mass of $0.25\,m_e$ doubles the one-dimensional width to 36 meV, and $E_b=0.2$ or $0.4$ eV gives 29.7 or 11.1 meV. The numerical output lists the one-dimensional widths at spacings of 2, 3, 4 and 5 nm.

\section*{Table of computed values}
\begin{verbatim}
TESTS IN SCALED UNITS
y =  3.0: W/(8 Eb exp(-y)) = 1.084357
y =  5.0: W/(8 Eb exp(-y)) = 1.004734
y =  8.0: W/(8 Eb exp(-y)) = 1.000035
y = 12.0: W/(8 Eb exp(-y)) = 1.000000
grid diagonalization, y = 6: same ratio = 1.00103
1 + leading correction, y = 6: 1.00098
largest deviation from cosine, y = 6: 1.42 % of W
quarter-zone shift/(4 Eb exp(-2y)), y = 4: 1.0094
band top at y = 1.8: +0.3630 Eb
band top at y = 2.2: -0.2529 Eb
correction coefficient, y = 12, roots: 747.0001
correction coefficient, y = 12, formula: 747.0000
overlap integral, y = 5: 0.040428
hopping from integrals, y = 5: -0.013476 Eb
EXAMPLE
effective mass (rough) = 0.34 m_e
level depth Eb (chosen) = 0.30 eV
hbar^2/2m = 0.11206 eV nm^2
kappa = 1.6362 1/nm
decay length 1/kappa = 0.6112 nm
delta strength g = 0.3667 eV nm
L = 2 nm: y = 3.272, W = 96.286 meV, limit formula = 90.995 meV
L = 3 nm: y = 4.909, W = 17.815 meV, limit formula = 17.718 meV
L = 4 nm: y = 6.545, W = 3.451 meV, limit formula = 3.450 meV
L = 5 nm: y = 8.181, W = 0.672 meV, limit formula = 0.672 meV
L for W = 1 meV by limit formula = 4.757 nm
W from edge equations at that L = 1.0001 meV
L = 3 nm, level shift at k = 0: -8.391 meV
L = 3 nm, level shift at kL = pi: 9.424 meV
L = 3 nm, shift at kL = pi/2: 0.0655 meV
NEGLECTED EFFECTS AT L = 3 nm
square well full width = 0.4 nm
square well depth = 1.125 eV
W with square wells = 18.949 meV
square-well W / delta W = 1.064
W on cubic lattice = 10.928 meV
W cubic, nearest neighbours = 10.829 meV
W cubic, grid calculation = 10.872 meV
cubic W / one-dimensional W = 0.613
host gap (rough) = 3.1 eV
two-band decay constant = 1.5550 1/nm
two-band factor on exponential = 1.276
factor on W for L shorter by 0.1 nm = 1.178
thermal energy at 300 K = 25.85 meV
relative permittivity (rough) = 10
Coulomb energy of charged neighbours = 48.0 meV
\end{verbatim}
